# Momentum Relaxation of Parabolic Electrons in a Bulk Random Alloy

## 1. The physical situation

An ultra-wide-gap device may carry its current through an alloy semiconductor. The alloy sites form a regular lattice, but two species, A and B, occupy them at random. An electron therefore meets a potential that is not periodic, even if the crystal has no impurities and no vibrations. How long does its momentum survive, and how does that time depend on composition and energy?

Consider a bulk alloy A$_{1-x}$B$_x$ with these properties:

- Each alloy site has volume $\Omega_0$ and holds B with probability $x$, independently of all other sites.
- The electrons occupy one isotropic parabolic band, $E=\hbar^2k^2/2m$, with $E$ measured from the band edge of the alloy. This edge includes a small shift caused by the disorder itself (Section 7).
- The disorder is static, conserves spin, and is weak enough for lowest-order scattering theory.
- The potential of a site is short-ranged compared with $1/k$.

For this model the momentum-relaxation time $\tau$ obeys

$$
\frac1{\tau(E)}=\frac{\sqrt2\,m^{3/2}\Omega_0U^2x(1-x)\sqrt E}{\pi\hbar^4}, \tag{1}
$$

where $U$ is the species contrast defined below. Thus $\tau\propto1/[x(1-x)]$ at fixed $E,m,\Omega_0,U$, and $\tau\propto E^{-1/2}$ at fixed composition.

## 2. Separating the average crystal from the disorder

Let $v_A(\mathbf r)$ and $v_B(\mathbf r)$ be the effective potentials that a site of each species presents to the slowly varying electron envelope. Let $c_i=1$ if site $i$ holds B and $c_i=0$ if it holds A. With $w=v_B-v_A$, the total potential is

$$
V(\mathbf r)=\sum_i\left[v_A(\mathbf r-\mathbf R_i)+c_iw(\mathbf r-\mathbf R_i)\right].
$$

Add and subtract $xw$ at every site:

$$
V=\underbrace{\sum_i[v_A+xw]}_{\text{average crystal}}
+\underbrace{\sum_i(c_i-x)w(\mathbf r-\mathbf R_i)}_{\delta V(\mathbf r)}.
$$

The first sum is periodic. It belongs to the band structure, and so fixes $m$ and, to first order, the zero of $E$. The second sum scatters. Relative to the average crystal, a B site has potential $(1-x)w$ and an A site has $-xw$.

Define the contrast as an energy:

$$
U=\frac1{\Omega_0}\int w(\mathbf r)\,d^3r. \tag{2}
$$

Replacing A by B everywhere shifts the spatial mean of the potential by $U$, and to first order in the potential it shifts the band edge by the same amount. Beyond first order, a band-edge shift and a scattering amplitude depend differently on the site potentials. The band offset between the end compounds is therefore not automatically the $U$ of equation (1).

## 3. The matrix element and its average

Normalize plane-wave envelopes in a volume $\mathcal V$ containing $N=\mathcal V/\Omega_0$ sites. For $\mathbf q=\mathbf k'-\mathbf k$,

$$
M_{\mathbf k'\mathbf k}=\frac1{\mathcal V}\int e^{-i\mathbf q\cdot\mathbf r}\delta V(\mathbf r)\,d^3r.
$$

Substituting $\mathbf r=\mathbf R_i+\mathbf s$ in each term separates the site's shape from its position:

$$
M_{\mathbf k'\mathbf k}=\frac{\tilde w(\mathbf q)}{\mathcal V}S(\mathbf q),
$$

$$
\tilde w(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf s}w(\mathbf s)\,d^3s,
\qquad S(\mathbf q)=\sum_i(c_i-x)e^{-i\mathbf q\cdot\mathbf R_i}.
$$

The rate needs $|M|^2$, hence

$$
\langle|S|^2\rangle=\sum_{ij}\langle(c_i-x)(c_j-x)\rangle e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}.
$$

For $i\ne j$, independence factorizes the average into $\langle c_i-x\rangle\langle c_j-x\rangle=0$. For $i=j$, the identity $c_i^2=c_i$ gives

$$
\langle(c_i-x)^2\rangle=\langle c_i\rangle-2x\langle c_i\rangle+x^2
=x-2x^2+x^2=x(1-x).
$$

Therefore $\langle|S|^2\rangle=Nx(1-x)$. The factor $x(1-x)$ is the variance of one site's occupation. It vanishes for either pure crystal and is largest at $x=1/2$.

If the site potential is short-ranged compared with $1/q$, the exponential in $\tilde w$ is nearly one and $\tilde w\simeq U\Omega_0$. Then

$$
\langle|M|^2\rangle=\frac{U^2\Omega_0^2}{\mathcal V^2}\frac{\mathcal V}{\Omega_0}x(1-x)
=\frac{\Omega_0U^2x(1-x)}{\mathcal V}. \tag{3}
$$

In a large sample the sum over many final states smooths the fluctuations of individual matrix elements, so the configuration average represents the rate.

### What correlation changes

Suppose the sites are grouped in pairs separated by $\mathbf d$, and both members of a pair always hold the same species. The composition is still $x$. Each pair contributes the phase factor $1+e^{-i\mathbf q\cdot\mathbf d}$, whose squared modulus is $2+2\cos(\mathbf q\cdot\mathbf d)$. With $N/2$ independent pairs,

$$
\langle|S|^2\rangle_{\rm pair}=\frac N2x(1-x)[2+2\cos(\mathbf q\cdot\mathbf d)]
=Nx(1-x)[1+\cos(\mathbf q\cdot\mathbf d)].
$$

At long wavelength this is twice the random value: there are half as many scatterers, but each has twice the amplitude and four times the intensity. At $\mathbf q\cdot\mathbf d=0.20$, enumeration of all configurations of a small cell gives a ratio of 1.980. Composition alone therefore does not fix the rate; the arrangement matters too.

## 4. Why the relaxation rate contains $1-\cos\gamma$

Let a weak force act along an axis, and let $\theta$ be the angle of $\mathbf k$ from it. The linear response of the distribution has the form

$$
f(\mathbf k)=f_0(E)+\phi(E)\cos\theta.
$$

For elastic scattering with $W(\mathbf k\to\mathbf k')=W(\mathbf k'\to\mathbf k)$, the gain minus the loss is

$$
\sum_{\mathbf k'}W[f'(1-f)-f(1-f')]=\sum_{\mathbf k'}W(f'-f).
$$

The products $ff'$ cancel, so the Pauli factors leave no trace. Because $E'=E$, the equilibrium parts cancel as well, leaving $\phi\sum W(\cos\theta'-\cos\theta)$.

Let $\gamma$ be the angle between $\mathbf k$ and $\mathbf k'$, and $\alpha$ the azimuth of $\mathbf k'$ about $\mathbf k$. Then

$$
\cos\theta'=\cos\theta\cos\gamma+\sin\theta\sin\gamma\cos\alpha.
$$

If $W$ depends on direction through $\gamma$ alone, the $\cos\alpha$ term averages to zero. The collision term becomes $-\phi\cos\theta/\tau$, with

$$
\frac1\tau=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')(1-\cos\gamma). \tag{4}
$$

Forward scattering hardly counts, while reversal counts twice. For the matrix element (3), $W$ is the same in all directions on the energy shell. The average of $\cos\gamma$ over a sphere is zero, so here the momentum-relaxation rate equals the total scattering rate.

## 5. Counting final states and obtaining the rate

The golden rule gives

$$
W(\mathbf k\to\mathbf k')=\frac{2\pi}\hbar\langle|M|^2\rangle\delta(E_{\mathbf k'}-E).
$$

Since spin is conserved, we count final states of one spin. Their density per volume and energy is

$$
g(E)=\frac1{(2\pi)^3}\int4\pi k'^2\,\delta(E_{k'}-E)\,dk'
=\frac{k^2}{2\pi^2}\frac{dk}{dE}.
$$

From $dE/dk=\hbar^2k/m$ and $k=\sqrt{2mE}/\hbar$,

$$
g(E)=\frac{mk}{2\pi^2\hbar^2}
=\frac{\sqrt2\,m^{3/2}\sqrt E}{2\pi^2\hbar^3}
=\frac{m^{3/2}\sqrt E}{\sqrt2\,\pi^2\hbar^3}. \tag{5}
$$

Using the density for both spins would double the rate incorrectly. The sum over final states supplies $\mathcal Vg(E)$, and $\mathcal V$ cancels:

$$
\frac1\tau=\frac{2\pi}\hbar\Omega_0U^2x(1-x)g(E). \tag{6}
$$

Insert (5). The numerical factor is $2\pi/(\sqrt2\,\pi^2)=\sqrt2/\pi$, and the powers of $\hbar$ combine to $\hbar^{-4}$. This is equation (1), or

$$
\tau(E)=\frac{\pi\hbar^4}{\sqrt2\,m^{3/2}\Omega_0U^2}\,\frac1{x(1-x)}\,\frac1{\sqrt E}. \tag{7}
$$

## 6. The same result from a cross-section

A second route shows what the square root means. Model each site's deviation from the average crystal as a sphere of volume $\Omega_0$, radius $r_0=(3\Omega_0/4\pi)^{1/3}$ and constant height $V_s$. At low energy the radial function $u=r\psi$ obeys, for $V_s>0$,

$$
u''=\kappa^2u\quad(r<r_0),\qquad u''=0\quad(r>r_0),\qquad \kappa^2=\frac{2mV_s}{\hbar^2}.
$$

Inside, regularity at the origin requires $u\propto\sinh\kappa r$. Outside, $u\propto r-a$, where $a$ is the scattering length. Matching $u/u'$ at $r_0$ gives

$$
r_0-a=\frac{\tanh\kappa r_0}{\kappa},\qquad
a=r_0\left[1-\frac{\tanh\kappa r_0}{\kappa r_0}\right].
$$

With $\tanh z/z=1-z^2/3+2z^4/15-\cdots$,

$$
a=\frac{\kappa^2r_0^3}{3}\left[1-\frac25\kappa^2r_0^2+\cdots\right]. \tag{8}
$$

The same series holds for $V_s<0$, with $\kappa^2$ negative. Its first term is $a=mV_s\Omega_0/(2\pi\hbar^2)$, because $r_0^3=3\Omega_0/4\pi$. The isotropic cross-section is

$$
\sigma=4\pi a^2=\frac{m^2V_s^2\Omega_0^2}{\pi\hbar^4}.
$$

B sites have density $x/\Omega_0$ and height $(1-x)U$; A sites have density $(1-x)/\Omega_0$ and height $-xU$. An electron of speed $v=\sqrt{2E/m}$ is therefore scattered at the rate

$$
\frac1\tau=\frac{v m^2\Omega_0U^2}{\pi\hbar^4}\left[x(1-x)^2+(1-x)x^2\right].
$$

The bracket is $x(1-x)[(1-x)+x]=x(1-x)$, and $vm^2=\sqrt2\,m^{3/2}\sqrt E$. Equation (1) returns. Both species scatter, because both differ from the average crystal.

The low-energy cross-section does not depend on energy, so the rate grows in proportion to speed. The mean free path is

$$
\ell=v\tau=\frac{\pi\hbar^4}{m^2\Omega_0U^2x(1-x)}, \tag{9}
$$

which is independent of $E$. A faster electron loses its momentum sooner, but over the same distance.

## 7. Where the formula needs correction

**Finite site size.** For a uniform sphere, $\langle r^2\rangle=3r_0^2/5$. Averaging $e^{-i\mathbf q\cdot\mathbf r}$ gives $1-q^2\langle r^2\rangle/6=1-q^2r_0^2/10$ to second order, whose square is $1-q^2r_0^2/5$. On the energy shell $q^2=2k^2(1-\cos\gamma)$. With $c=\cos\gamma$, the rate is multiplied by

$$
\frac12\int_{-1}^{1}(1-c)\left[1-\frac25k^2r_0^2(1-c)\right]dc
=1-\frac25\cdot\frac43k^2r_0^2=1-\frac8{15}(kr_0)^2. \tag{10}
$$

Here $\frac12\int(1-c)^2dc=4/3$. The extended potential weakens large-angle scattering, so $\tau$ becomes longer than (7).

**Stronger potentials.** Set $\beta=2mUr_0^2/\hbar^2$. Squaring (8) multiplies a site's cross-section by $1-\frac45\kappa^2r_0^2$. For B, $\kappa^2r_0^2=(1-x)\beta$; for A it is $-x\beta$. Weighting these corrections by the two terms in the bracket of Section 6 gives

$$
x(1-x)^3-(1-x)x^3=x(1-x)[(1-x)^2-x^2]=x(1-x)(1-2x),
$$

so the rate acquires the factor

$$
1-\frac45(1-2x)\beta+O(\beta^2). \tag{11}
$$

For $U>0$ and $x<1/2$ the rate falls; for $x>1/2$ it rises. The symmetry between $x$ and $1-x$ thus belongs to the lowest order. Equation (11) treats each site separately in the average crystal and omits repeated scattering between sites.

**Shift of the band edge.** Disorder also moves the zero of energy. By the first term of (8), a weak site potential adds $V_s\Omega_0=2\pi\hbar^2a/m$ to the volume integral of the potential. Using the next term of (8) as well replaces $V_s$ by $V_s(1-\frac25\kappa^2r_0^2)$. Averaged over both species, the first-order parts cancel, and the second-order parts leave

$$
\Delta E=-\frac25\beta U\left[x(1-x)^2+(1-x)x^2\right]=-\frac25x(1-x)\beta U. \tag{12}
$$

The shift is downward for either sign of $U$, because $\beta$ changes sign with $U$. The energy $E$ in (1) is counted from the shifted edge.

**Low energy.** The golden rule presumes that the level width is small compared with the energy. Since $\hbar k=mv$,

$$
k\ell=\frac{mv^2\tau}{\hbar}=\frac{2E\tau}{\hbar},
$$

so the condition is $k\ell\gg1$. Because $\ell$ is constant, $k\ell\propto\sqrt E$. The divergence of (7) as $E\to0$ therefore lies outside its range.

**Composition-dependent parameters.** Taking the logarithm of (7) and differentiating at fixed $E$ gives

$$
\frac{d\ln\tau}{dx}=-\frac{1-2x}{x(1-x)}-\frac32\frac{m'}m-\frac{\Omega_0'}{\Omega_0}-2\frac{U'}U,
$$

where primes denote $d/dx$. If only the mass varies and it grows with $x$, the slope is still negative at $x=1/2$, so the minimum of $\tau$ shifts to larger $x$. The pure inverse-variance law requires the other parameters to be fixed.

## 8. A worked example

Take round model parameters: $m=0.30$ electron masses, $\Omega_0=0.022\ \mathrm{nm^3}$, $U=1.00$ eV, $x=0.30$ and $E=50$ meV. They do not represent a particular material.

The variance is $0.30\times0.70=0.21$. The wave number is $k=0.6275\ \mathrm{nm^{-1}}$, and equation (5) gives $g=0.12515\ \mathrm{eV^{-1}\,nm^{-3}}$. Multiplying (6) by $\hbar$ yields the level width directly:

$$
\frac\hbar\tau=2\pi(0.022)(1.00)^2(0.21)(0.12515)\ \mathrm{eV}=3.63\ \mathrm{meV}.
$$

This corresponds to a rate of $5.52\times10^{12}\ \mathrm{s^{-1}}$, or

$$
\tau=181\ \mathrm{fs}=0.181\ \mathrm{ps}.
$$

With $v=2.421\times10^5$ m/s, the mean free path is $\ell=v\tau=43.9$ nm.

Now the conditions. The product $k\ell=27.5$ is well above one. It would fall to one at $E=50/27.5^2\simeq0.07$ meV, which sets the scale where the low-energy formula has lost its basis.

The sphere radius is $r_0=0.174$ nm, so $kr_0=0.109$. Equation (10) gives $1-\frac8{15}(0.109)^2=0.994$, in agreement with the full angular integral. Finite size lowers the rate by 0.6% relative to (1).

The strength of the potential matters more. Since $2m/\hbar^2=k^2/E$,

$$
\beta=\frac UE(kr_0)^2=\frac{1.00}{0.050}(0.1091)^2=0.238.
$$

Equation (11) then gives $1-0.8(0.40)(0.238)=0.924$. Exact phase shifts for the two kinds of sphere, which include finite size, give a rate 0.928 times that of (1). This single-site estimate lengthens $\tau$ to $181/0.928\simeq195$ fs. Its last digit depends on the reference medium: measuring the sphere heights from the shifted edge instead of the average crystal gives a factor 0.919 and about 197 fs. The correction of about 8% already changes the second digit, so the last two digits of 181 fs belong to the formula and are not a prediction of that accuracy for the model alloy.

The zero of energy matters too. Equation (12) gives $\Delta E=-0.4(0.21)(0.238)(1.00)\ \mathrm{eV}=-20$ meV to lowest order; the full scattering lengths reduce this to about $-19$ meV. An electron 50 meV above the edge of the average crystal is therefore about 70 meV above the edge of the alloy, and the factor $\sqrt E$ in its rate is 18% larger. The times quoted here are for energies counted from the alloy's own edge.

At 50 meV, equation (7) gives 423 fs at $x=0.1$, 181 fs at $x=0.3$ and 152 fs at $x=0.5$. The first and last differ by the factor $0.25/0.09=2.78$. At $x=0.3$, raising the energy from 25 to 100 meV halves $\tau$ from 256 to 128 fs. These times describe alloy scattering alone; phonons, charged impurities and extended defects would add further relaxation.

## 9. A check from the wave equation

The golden rule can be tested by following a wave through an explicit random potential. If an electron starts in state $\mathbf k$, its mean wave vector initially changes at the rate

$$
\frac{d\langle\mathbf k\rangle}{dt}=\sum_{\mathbf k'}W(\mathbf k'-\mathbf k)
=-\mathbf k\sum_{\mathbf k'}W(1-\cos\gamma)=-\frac{\mathbf k}\tau,
$$

because components perpendicular to $\mathbf k$ cancel. For isotropic scattering, electrons already scattered carry no mean momentum, so the decay continues exponentially. Its logarithmic slope, taken after the initial transient, measures $1/\tau$.

The time-dependent Schrödinger equation was solved on periodic lattices of $36^3$ sites, in units where $\hbar=m=\Omega_0=1$, with $U=0.3$. Each site is a single grid point, so its matrix element between the plane waves of the grid does not depend on $\mathbf q$. The calculation therefore tests the point-site formula (1) and contains no finite-size factor. For uniform spheres of the same volume, these wave numbers ($kr_0=0.65$ and $1.30$) would lie outside the short-range regime, and the rate would fall to about 0.80 and 0.40 of (1). Since $\sqrt E=k/\sqrt2$ in these units, (1) becomes $1/\tau=U^2x(1-x)k/\pi$. Results for $U$ and $-U$ were averaged to remove the term of third order in $U$, whose single-site form appears in (11). The uncertainties below are standard errors over four random samples.

| $x$ | $k$ | measured rate | formula |
|---|---|---|---|
| 0.5 | 1.047 | $0.00779\pm0.00003$ | 0.00750 |
| 0.1 | 1.047 | $0.00283\pm0.00006$ | 0.00270 |
| 0.5 | 2.094 | $0.01489\pm0.00026$ | 0.01500 |

The rates at the two compositions have the ratio 2.75, against a variance ratio of 2.78. Fourfold energy raises the rate by 1.91, against the predicted 2. The mean free paths at the two energies are 134.5 and 140.7 site spacings, a difference of about 5%.

The first measured rate lies 4% above the formula, many times its quoted standard error. But an error estimated from only four samples is itself very uncertain, and this one may be too small by chance. The other two rows have relative errors of about 2%; with an error of that size, the deviation would be only about two standard errors. The table therefore does not establish a systematic departure from the formula. The calculation supports both scaling laws and the prefactor at the level of several percent. The remaining values are in the numerical output.

## Calculated quantities

```
INPUTS
effective mass = 0.30 electron masses
site volume = 0.022 nm^3
contrast U = 1.00 eV
B fraction x = 0.30
kinetic energy E = 50.0 meV
WORKED EXAMPLE
occupation variance x(1-x) = 0.2100
wave number k = 0.6275 nm^-1
speed v = 2.4213e+05 m/s
one-spin density of states = 0.12515 eV^-1 nm^-3
relaxation rate = 5.5192e+12 s^-1
relaxation time tau = 181.18 fs
mean free path = 43.87 nm
VALIDITY
equal-volume sphere radius r0 = 0.1738 nm
k r0 = 0.1091; k times mean free path = 27.53
level width hbar/tau = 3.633 meV
finite-sphere rate factor = 0.99367
phase-shift/formula rate, U reduced 100-fold = 0.99292
phase-shift/formula rate, full U = 0.9276
COMPOSITION, at the example energy
x = 0.1: tau = 422.76 fs
x = 0.3: tau = 181.18 fs
x = 0.5: tau = 152.20 fs
x = 0.7: tau = 181.18 fs
x = 0.9: tau = 422.76 fs
ENERGY, at the example composition
E = 25 meV: tau = 256.23 fs
E = 50 meV: tau = 181.18 fs
E = 100 meV: tau = 128.12 fs
E = 200 meV: tau = 90.59 fs
INDEPENDENT CHECKS
enumerated variance per site, random = 0.210000
paired/random scattering power, q d = 0.20: 1.98007
plane waves counted/predicted = 0.99835
simulation: 36^3 sites, U = 0.3, hbar=m=Omega=1
x=0.5, k=1.0472: rate=0.007786 +/- 0.000025, formula=0.007500
x=0.1, k=1.0472: rate=0.002830 +/- 0.000064, formula=0.002700
x=0.5, k=2.0944: rate=0.014889 +/- 0.000257, formula=0.015000
simulated rate ratio, x=0.5 to x=0.1 = 2.751
variance ratio, x=0.5 to x=0.1 = 2.778
simulated rate ratio for fourfold energy = 1.912
simulated mean free paths, low and high E = 134.5, 140.7 site spacings
```
